# Replacing a sloping tunnel barrier by a rectangle of average height

## Problem

In a very short transistor, an electron can tunnel from source to drain through the barrier that the gate maintains in the channel. Take a barrier of length $L=5$ nm whose height above the electron energy falls linearly from $\phi_1=0.4$ eV at the source end to $\phi_2=0.2$ eV at the drain end:

$$\phi(x)=\phi_1-(\phi_1-\phi_2)\frac{x}{L},\qquad 0\le x\le L .$$

The electron has a constant effective mass $m=0.19\,m_0$, where $m_0$ is the free-electron mass, and a parabolic band. Inside the barrier its wave decays at the local rate $\kappa$, and the WKB exponent $G$ is defined by

$$G=2\int_0^L\kappa(x)\,dx,\qquad \kappa=c\sqrt{\phi},\qquad c=\frac{\sqrt{2m}}{\hbar}.$$

The factor 2 is included because the transmission is a probability, the square of an amplitude; its exponential factor is $e^{-G}$.

To save the integration, one replaces the slope by a rectangle of the same length and of the average height $\bar\phi=(\phi_1+\phi_2)/2=0.3$ eV.

1. Is the exponent of the rectangle larger than, smaller than or equal to that of the sloping barrier, and by how much?
2. How large can the relative error become for other linear barriers whose height is nowhere negative?
3. What does the replacement do to $e^{-G}$, and does the full transmission change in the same direction?

## A tempting solution

Write the height as $\phi=\bar\phi+\eta$, where $\eta$ runs linearly from $+0.1$ eV to $-0.1$ eV. Since $\eta$ is smaller than $\bar\phi$, expand the root:

$$\sqrt{\bar\phi+\eta}\approx\sqrt{\bar\phi}+\frac{\eta}{2\sqrt{\bar\phi}} .$$

The average of $\eta$ over the barrier is zero. The source half hinders the electron by as much as the drain half helps it, the second term integrates to zero, and

$$G_{\rm lin}=2cL\sqrt{\bar\phi}=G_{\rm rect}.$$

The rectangle therefore gives the correct exponent, and the same transmission.

## Where it fails

The average of $\eta$ is indeed zero. The fault is the equals sign at the end: the expansion was cut after the first order, and then the first order cancelled. What remains of the difference lies entirely in the terms that were dropped, so the calculation cannot tell whether the exponents are equal.

The two ends show that the cancellation is incomplete. In units of $\sqrt{\rm eV}$, the root of the height is 0.632 at the source end, 0.548 in the middle and 0.447 at the drain end. Going from the middle to the source end raises it by 0.085; going to the drain end lowers it by 0.101. The root curve bends downwards, so a reduction in height changes $\kappa$ by more than an equal increase does.

The last sentence of the tempting solution contains a separate fault. Even equal exponents would not ensure equal transmissions, because the transmission also has a prefactor that depends on the heights at the two ends.

## Right solution

### The sign of the difference

Pair the points that lie equally far from the middle of the barrier. Their heights are $\bar\phi+d$ and $\bar\phi-d$, with $0\le d\le\bar\phi$. Squaring the sum of their roots gives

$$\left(\sqrt{\bar\phi+d}+\sqrt{\bar\phi-d}\right)^2
=(\bar\phi+d)+(\bar\phi-d)+2\sqrt{(\bar\phi+d)(\bar\phi-d)}
=2\bar\phi+2\sqrt{\bar\phi^2-d^2}\le4\bar\phi .$$

Both sides are squares of non-negative numbers, so roots may be taken:

$$\sqrt{\bar\phi+d}+\sqrt{\bar\phi-d}\le2\sqrt{\bar\phi},$$

with equality only at $d=0$. The right side is what the same pair of points contributes in the rectangle. Every pair away from the middle contributes less in the sloping barrier, and adding the pairs gives

$$G_{\rm lin}<G_{\rm rect}.$$

The rectangle overestimates the exponent.

### The size of the difference

Since $d\phi=-(\phi_1-\phi_2)\,dx/L$, we have $dx=-L\,d\phi/(\phi_1-\phi_2)$. The minus sign is absorbed by exchanging the limits:

$$G_{\rm lin}=\frac{2cL}{\phi_1-\phi_2}\int_{\phi_2}^{\phi_1}\sqrt{\phi}\,d\phi
=\frac{4cL}{3}\,\frac{\phi_1^{3/2}-\phi_2^{3/2}}{\phi_1-\phi_2}.$$

For the rectangle, $G_{\rm rect}=2cL\sqrt{\bar\phi}$. The quantities to compare are thus the mean root and the root of the mean:

$$\frac{2}{3}\,\frac{0.25298-0.08944}{0.2}=0.5451\ \sqrt{\rm eV},\qquad \sqrt{0.3}=0.5477\ \sqrt{\rm eV}.$$

For the given mass, $c=2.233\ {\rm nm^{-1}\,eV^{-1/2}}$, so $2cL=22.33\ {\rm eV^{-1/2}}$ and

$$G_{\rm lin}=22.33\times0.5451=12.17,\qquad G_{\rm rect}=22.33\times0.5477=12.23 .$$

With more digits kept, the difference is 0.0579. The rectangle's exponent is too large by 0.475 %, relative to $G_{\rm lin}$. Mass and length enter both exponents through the same factor $cL$, so this percentage depends on neither.

### Why it is small, and how large it can become

Define the tilt

$$s=\frac{\phi_1-\phi_2}{\phi_1+\phi_2},$$

which is $1/3$ here. Then $\phi_1=\bar\phi(1+s)$, $\phi_2=\bar\phi(1-s)$ and $\phi_1-\phi_2=2s\bar\phi$. Inserting these and dividing by $G_{\rm rect}$,

$$R(s)=\frac{G_{\rm lin}}{G_{\rm rect}}
=\frac{4cL}{3}\,\frac{\bar\phi^{3/2}\left[(1+s)^{3/2}-(1-s)^{3/2}\right]}{2s\bar\phi}\,\frac{1}{2cL\bar\phi^{1/2}}
=\frac{(1+s)^{3/2}-(1-s)^{3/2}}{3s}.$$

To see the size for small tilt, use the position variable $u=1-2x/L$, which runs from $+1$ at the source end to $-1$ at the drain end. The height is $\bar\phi(1+su)$, and $R$ is the average over $u$ of

$$\sqrt{1+su}=1+\frac{su}{2}-\frac{s^2u^2}{8}+\frac{s^3u^3}{16}-\frac{5s^4u^4}{128}+\dots$$

Odd powers of $u$ average to zero, while $u^2$ averages to $1/3$ and $u^4$ to $1/5$. Hence

$$R(s)=1-\frac{s^2}{24}-\frac{s^4}{128}-\dots$$

The term linear in $s$ is the one that the tempting solution correctly cancelled. The error begins with $s^2$ and carries the small coefficient $1/24$. For $s=1/3$ the second-order result is $1-1/216=0.99537$; the fourth-order term brings it to 0.99527, which agrees with direct integration to these digits.

The pair argument also settles the second question. In units of $\sqrt{\bar\phi}$, the square of a pair's sum is $2+2\sqrt{1-s^2u^2}$, which decreases as $s$ grows for every $u\ne0$. Thus $R$ falls steadily with tilt. Heights that are nowhere negative require $s\le1$, and the extreme case is a triangle with $\phi_2=0$:

$$R(1)=\frac{2^{3/2}}{3}=0.9428,\qquad \frac{1}{R(1)}-1=6.07\ \%.$$

For a linear barrier of non-negative height, the rectangle overestimates the exponent by at most this amount. The bound concerns the integral $G$ alone. WKB itself needs $|\kappa'|/\kappa^2\ll1$, where the prime means $d/dx$. In our barrier this ratio is largest at the drain end, where it is about 0.10; at the tip of a triangle it diverges, and the prefactor needs separate treatment there.

If $\phi_2$ is negative, the electron leaves the barrier before $x=L$, and averaging over the whole length is no longer sensible. With $\phi_2=-\phi_1$, for example, the average height is zero and the rectangle has no exponent at all, although the first half of the path is still a barrier. In this example the rectangle underestimates $G$. The cure is to average over the forbidden part alone, which is a triangle and obeys the bound above.

### From the exponent to the transmission

The exponential factors are $e^{-G_{\rm lin}}=5.165\times10^{-6}$ and $e^{-G_{\rm rect}}=4.875\times10^{-6}$. Their ratio is $e^{-0.0579}=0.944$, so the rectangle's factor is 5.6 % too small, relative to the sloping barrier. An error of half a percent in $G$ has grown about twelvefold, because a small change $\Delta G$ changes $e^{-G}$ by the fraction $\Delta G$, and $\Delta G$ is the relative error multiplied by $G\approx12$. At fixed heights, $\Delta G$ grows in proportion to $L\sqrt m$.

For the full transmission the contacts must be specified. Let the potential be flat in the source and drain, with the same mass as in the barrier, and let the electron's kinetic energy be $K_S=0.05$ eV in the source. The potential energy falls by 0.2 eV along the barrier; if the drain band edge lies lower than the source band edge by the same amount, then $K_D=0.25$ eV. The wave numbers are $k_S=c\sqrt{K_S}$ and $k_D=c\sqrt{K_D}$. Let $\kappa_1$ and $\kappa_2$ be the decay rates just inside the two ends.

At the source end, an incident wave of amplitude 1 and a reflected wave of amplitude $r$ meet a decaying wave of amplitude $B$. Continuity of the wave and of its slope gives

$$1+r=B,\qquad ik_S(1-r)=-\kappa_1B .$$

Here the slope of $\kappa$ and the wave returning from the far end are neglected. Substituting $r=B-1$ gives $ik_S(2-B)=-\kappa_1B$, so

$$B=\frac{2ik_S}{ik_S-\kappa_1},\qquad |B|^2=\frac{4k_S^2}{k_S^2+\kappa_1^2}.$$

Inside the barrier the WKB wave varies as $\kappa^{-1/2}e^{-\int\kappa\,dx}$. It therefore reaches the drain end with an amplitude $D$ given by $|D|^2=|B|^2(\kappa_1/\kappa_2)e^{-G}$. There it produces a growing wave of amplitude $r'$ by reflection, and a transmitted wave of amplitude $t$:

$$D+r'=t,\qquad -\kappa_2(D-r')=ik_Dt .$$

Dividing the second equation by $-\kappa_2$ and adding the first gives $2D=t(1-ik_D/\kappa_2)$, so

$$|t|^2=\frac{4\kappa_2^2}{\kappa_2^2+k_D^2}|D|^2 .$$

The transmission $T$ is the ratio of transmitted to incident current. With equal masses this is $(k_D/k_S)|t|^2$, and hence

$$T\approx P\,e^{-G},\qquad
P=\frac{16\,k_S\kappa_1k_D\kappa_2}{(k_S^2+\kappa_1^2)(k_D^2+\kappa_2^2)}
=\frac{16\sqrt{K_S\phi_1K_D\phi_2}}{(K_S+\phi_1)(K_D+\phi_2)} .$$

The common factor $c^4$ has cancelled in the last form. For the sloping barrier,

$$P_{\rm lin}=\frac{16\sqrt{0.05\times0.4\times0.25\times0.2}}{0.45\times0.45}=2.50 .$$

For the rectangle both end heights are 0.3 eV, and

$$P_{\rm rect}=\frac{16\sqrt{0.05\times0.3\times0.25\times0.3}}{0.35\times0.55}=2.79 .$$

The rectangle's prefactor is larger by the factor 1.116, which outweighs the factor 0.944 from the exponent: their product is 1.05. Numerical integration of the Schrödinger equation through each barrier gives $T_{\rm lin}=1.31\times10^{-5}$ and $T_{\rm rect}=1.36\times10^{-5}$, a ratio of 1.038. With these contacts, the rectangle has the larger exponent and nevertheless transmits 3.8 % more.

The estimate 1.05 differs from 1.038 because $\kappa$ varies in the sloping barrier. There, $T/e^{-G}$ is 2.53 instead of 2.50, whereas for the rectangle the estimate and the integration agree at 2.788.

The reversal is not general. At fixed heights and contact energies $P$ does not depend on $L$, while the difference of exponents grows with $L$. In the end-matching estimate the two effects balance when $0.0579\,(L/5\ {\rm nm})=\ln(2.788/2.499)=0.109$, which gives $L\approx9.5$ nm. The variation of $\kappa$ in the sloping barrier, which raises $T_{\rm lin}$ slightly, moves the true balance to about 8.8 nm. Beyond that length, the rectangle transmits less.

## The numbers beside a real transistor

The mass 0.19 $m_0$ is a rough value for the light direction in silicon. A 5 nm channel is shorter than the gates of silicon transistors in volume production, which are more than 10 nm long. Real barriers also have rounded ends, so their length is uncertain: at fixed end heights, a change of 0.1 nm shifts $G$ by 0.24, about four times the error of the rectangle.

The parabolic band is probably a larger source of error. A common correction is $E(1+\alpha E)=\hbar^2k^2/2m$, with $E$ measured from the band edge and $\alpha$ roughly 0.5 per eV. This value of $\alpha$ describes energies above the band edge, so its use inside the barrier is an extrapolation and gives only an estimate. With $E=-\phi$ and $k^2=-\kappa^2$, the relation becomes $\kappa^2=c^2\phi(1-\alpha\phi)$. The exponent falls by 8 %, from 12.17 to 11.20, and $e^{-G}$ rises by a factor of about 2.6. The rectangle, at 11.28, still overestimates it.

Direction matters even more. For the heavy silicon mass, roughly 0.92 $m_0$, and the same heights, $G_{\rm lin}=26.8$, and $e^{-G}$ is smaller by more than six powers of ten.

At 300 K some electrons pass over the barrier instead. If the Fermi level lies at the electron energy, the occupation at the barrier top is $3.8\times10^{-7}$ of that at the electron energy; if it lies 0.05 eV higher, as in a more strongly degenerate source, the fraction is $1.5\times10^{-6}$. Both are below $T_{\rm lin}$. Since no transmission exceeds one, tunnelling of light-mass electrons at the chosen energy carries more current per unit energy than their passage at the barrier top, within this one-dimensional model. For the heavy mass, whose $e^{-G}$ is only about $2\times10^{-12}$, the order at these two energies is reversed. This does not mean that passage over the barrier carries most of the heavy-mass current. Summed over energy in the same model, that current peaks a few hundredths of an eV below the top, where thermally excited electrons tunnel through the thin tip of the barrier.

The field is 0.40 MV/cm, but the electron enters the drain with 0.25 eV of kinetic energy, well below the silicon gap of roughly 1.1 eV, and so cannot create an electron-hole pair. The numerical output lists these values together with the inputs.

For this barrier, then, the rectangle is an adequate shortcut for the exponent: its error is small beside those of the band model and the barrier length. For the transmission, the exponent of the sloping barrier together with the true end heights in the prefactor comes within 1.4 % of $T_{\rm lin}$. Correcting only one of the two is worse than correcting neither: the result is 7 % low with the rectangle's exponent and 10 % high with the rectangle's prefactor. The plain rectangle lands within 3.8 % here only because its two errors partly cancel, and that cancellation depends on the contacts: with $K_S=K_D=0.05$ eV it is 6.5 % low.

## Table of computed values

```
Barrier height at source end: 0.40 eV
Barrier height at drain end: 0.20 eV
Average height: 0.30 eV
Barrier length: 5.0 nm
Light mass (rough): 0.19 m0
Constant c: 2.2331 1/(nm sqrt(eV))
Mean of sqrt(height), linear: 0.545132 sqrt(eV)
Root of average height: 0.547723 sqrt(eV)
WKB exponent, linear: 12.1735 (no unit)
WKB exponent, rectangle: 12.2314 (no unit)
Difference of exponents: 0.0579 (no unit)
Rectangle excess in exponent: 0.475 %
Tilt s: 0.3333 (no unit)
Ratio linear/rectangle, quadrature: 0.995270
Ratio, series through s^2: 0.995370
Ratio, series through s^4: 0.995274
Ratio for triangle, s = 1: 0.942809
Largest excess, triangle: 6.07 %
exp(-G), linear: 5.165e-06 (no unit)
exp(-G), rectangle: 4.875e-06 (no unit)
Rectangle exp(-G) too small by: 5.62 %
Kinetic energy in source: 0.05 eV
Kinetic energy in drain: 0.25 eV
Full transmission, linear: 1.309e-05 (no unit)
Full transmission, rectangle: 1.359e-05 (no unit)
Full transmission, rectangle/linear: 1.0381
End-matching prefactor, linear: 2.499 (no unit)
End-matching prefactor, rectangle: 2.788 (no unit)
Full transmission/exp(-G), linear: 2.534
Full transmission/exp(-G), rectangle: 2.788
Nonparabolicity (rough): 0.50 1/eV
Nonparabolic exponent, linear: 11.2032 (no unit)
Nonparabolic exponent, rectangle: 11.2768 (no unit)
Nonparabolic change of exponent: -7.97 %
Heavy mass (rough): 0.92 m0
Heavy-mass exponent, linear: 26.788 (no unit)
Heavy-mass exponent, rectangle: 26.915 (no unit)
Exponent change for 0.1 nm of length: 0.2435
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Occupation ratio top/electron energy, Fermi level at electron energy: 3.81e-07
Same ratio, Fermi level 0.05 eV higher: 1.51e-06
Field in barrier: 0.40 MV/cm
Silicon gap (rough): 1.1 eV
```
